# Why a small bulk-energy mismatch makes slab surface energies drift

**Definitions and the drift law**

A slab has \(N\) identical atomic layers and two equal faces. Let \(A\) be the area of its surface cell and \(F_N\) its total energy per cell. With electronic smearing, \(F_N\) is the free energy. A separate bulk calculation supplies an energy per layer \(e_b\), and the surface energy is estimated as

\[
\gamma_N=\frac{F_N-Ne_b}{2A}.
\]

The factor 2 counts the two faces. Suppose that the slab energy has the form

\[
F_N=Ne_\infty+2A\gamma+r_N,\qquad r_N\to0\quad(N\to\infty). \tag{1}
\]

Here \(e_\infty\) is the energy of one more interior layer, \(\gamma\) is the surface energy, and \(r_N\) is what remains because the two faces are a finite distance apart. Substituting (1) into the estimate and collecting the terms in \(N\) gives

\[
\gamma_N=\gamma+\frac{N(e_\infty-e_b)}{2A}+\frac{r_N}{2A}. \tag{2}
\]

If \(e_b\neq e_\infty\), the middle term grows without limit while the last one dies out. A thicker slab improves the separation of the faces and worsens the subtraction.

The energy \(e_\infty\) belongs to the slab calculation, with its in-plane \(k\) mesh, smearing, basis and functional. It need not be the best available bulk energy. A bulk run that is better converged than the slab can therefore produce a drift as readily as a poorer one.

Form (1) is an assumption about the physics, and even where it holds, \(e_\infty\) need not be an ordinary bulk energy. If the faces of an insulating slab, which cannot screen an interior field, carry opposite fixed charges, for instance, the field between them stores energy in every layer, and the slope of \(F_N\) is no longer that of field-free bulk. A strained film also needs care. If \(e_b\) refers to the unstrained crystal, the drift contains the elastic energy per layer, which is physical and not a numerical fault.

**A slab that can be solved**

Take a simple cubic lattice with spacing \(a\), one s orbital per atom, nearest-neighbour hopping \(-t\), and two spins. The electrons do not interact. For each in-plane wave vector the slab is a chain of \(N\) sites, shifted by the in-plane energy

\[
\varepsilon_\parallel=-2t(\cos k_x+\cos k_y),
\]

where the wave numbers are in units of \(1/a\). The amplitude must vanish at the missing sites 0 and \(N+1\). The standing waves \(\sin(n\theta_j)\) do this if

\[
\theta_j=\frac{\pi j}{N+1},\quad j=1,\dots,N,\qquad
\varepsilon=\varepsilon_\parallel-2t\cos\theta_j .
\]

The band is half filled, with Fermi-Dirac smearing \(T\) expressed as an energy. The in-plane mesh has an even number of points in each direction, so shifting both wave numbers by \(\pi\) maps it onto itself and reverses \(\varepsilon_\parallel\). Replacing \(j\) by \(N+1-j\) reverses the chain energy and leaves the weight on each layer unchanged. Levels thus occur in pairs \(\pm\varepsilon\) with equal layer weights. Since the Fermi function obeys \(f(\varepsilon)+f(-\varepsilon)=1\) at chemical potential \(\mu=0\), every layer holds one electron at \(\mu=0\), whatever the thickness.

The free energy is the grand potential plus \(\mu\) times the electron number. With \(\mu=0\) the two coincide, so

\[
F_N=\sum_{j=1}^{N}g(\theta_j),\qquad
g(\theta)=-2T\left\langle\ln\!\left[1+e^{-(\varepsilon_\parallel-2t\cos\theta)/T}\right]\right\rangle , \tag{3}
\]

where the brackets average over the in-plane mesh.

In the bulk, an even number \(M\) of points along the normal preserves the pairing of levels, so again \(\mu=0\), and the energy per layer is

\[
e_M=\frac1M\sum_{l=0}^{M-1}g\!\left(\frac{2\pi l}{M}\right).
\]

These are the wave numbers allowed on a closed ring of \(M\) layers. A coarse bulk mesh therefore gives the energy of a short ring, whereas the slab interior approaches the continuous average

\[
e_\infty=\frac1{2\pi}\int_0^{2\pi}g(\theta)\,d\theta .
\]

**The surface energy and the remainder**

The slab sum can be completed to a ring sum. Consider a ring of \(2N+2\) layers, with wave numbers \(\pi j/(N+1)\) for \(j=0,\dots,2N+1\). The points \(j=0\) and \(j=N+1\) give \(g(0)\) and \(g(\pi)\). The others form pairs \(\theta,2\pi-\theta\) with equal \(g\), because \(g\) depends on \(\cos\theta\). Hence

\[
(2N+2)e_{2N+2}=g(0)+g(\pi)+2F_N .
\]

Solving for \(F_N\), then adding and subtracting \((N+1)e_\infty\), gives

\[
\begin{aligned}
F_N&=(N+1)e_{2N+2}-\tfrac12[g(0)+g(\pi)]\\
&=Ne_\infty+\left\{e_\infty-\tfrac12[g(0)+g(\pi)]\right\}+(N+1)(e_{2N+2}-e_\infty).
\end{aligned}
\]

Comparison with (1) identifies

\[
2A\gamma=e_\infty-\tfrac12[g(0)+g(\pi)],\qquad
r_N=(N+1)(e_{2N+2}-e_\infty). \tag{4}
\]

Direct diagonalization of slabs with 3, 6, 11 and 20 layers agrees with (4) to within \(10^{-9}\) eV.

The sign of \(\gamma\) follows from curvature. Regard \(g\) as a function \(G(u)\) of \(u=-2t\cos\theta\). Differentiating (3) gives \(G'=2\langle f\rangle\) and \(G''=-2\langle f(1-f)\rangle/T<0\), so \(G\) lies above the chord joining its values at \(u=\pm2t\). The average of \(u\) over \(\theta\) is zero, so the chord averages to \([g(0)+g(\pi)]/2\). The average of \(G\) is \(e_\infty\), and therefore \(\gamma>0\) in this model.

**Why a metal needs many points along the normal**

Expand \(g(\theta)=\sum_m c_me^{im\theta}\). Averaging over \(M\) equally spaced points removes every term except those with \(m\) a multiple of \(M\). The coefficients are real and even in \(m\), so

\[
e_M-e_\infty=2\sum_{l=1}^{\infty}c_{lM}.
\]

The decay of \(c_m\) is set by the singularity of \(g\) nearest the real axis. The logarithm in (3) is singular where its argument vanishes, and the nearest such points satisfy \(\varepsilon_\parallel-2t\cos\theta=\pm i\pi T\). Write \(\theta=x+iy\) with \(y>0\). Since \(\cos\theta=\cos x\cosh y-i\sin x\sinh y\), the imaginary part requires

\[
|\sin x|\sinh y=\frac{\pi T}{2t}.
\]

The smallest \(y\) occurs at \(|\sin x|=1\), which belongs to \(\varepsilon_\parallel=0\):

\[
\sinh y=\frac{\pi T}{2t}. \tag{5}
\]

At such a point \(g'\) has a simple pole, whose Fourier coefficients decay as \(e^{-ym}\). The coefficients of \(g'\) are \(imc_m\), so \(c_m\) has an envelope proportional to \(e^{-ym}/m\). For a fixed in-plane mesh, the error thus falls at large \(M\) as \(e^{-yM}/M\), apart from oscillations. With a dense in-plane mesh it falls faster at moderate \(M\), because the contributions of different in-plane levels partly cancel.

For \(T=0.2\) eV and \(t=1\) eV, (5) gives \(\sinh y=0.314\) and \(y=0.309\). The computed decay of \(M|e_M-e_\infty|\) between \(M=40\) and \(M=60\) has rate 0.298 per point, about 4% lower. The levels with \(\varepsilon_\parallel=0\), taken alone, decay at the predicted rate of 0.309, so the difference comes from the other in-plane levels.

One factor of \(e\) in the exponential costs \(1/y\approx3.2\) points here. At \(T=0.0259\) eV, the thermal energy at 300 K, \(y\approx0.041\) and the cost is about 25 points. The same exponent governs the slab remainder: setting \(M=2N+2\) in (4) gives an envelope \(e^{-2y(N+1)}\). At \(T=0.2\) eV the remainder therefore vanishes quickly with thickness, but at 300 K each factor of \(e\) in this envelope costs about 12 layers. How much thicker the slabs must be depends on the in-plane mesh: at 300 K and 12 layers the remainder is about \(-13\) meV, 4% of \(2A\gamma\), on a \(12\times12\) mesh, but only about \(-0.4\) meV on a \(96\times96\) mesh. The error of a fixed bulk mesh, in contrast, is copied into every layer.

**Reading the drift in numbers**

Let \(a=0.3\) nm, so \(A=0.09\) nm\(^2\), with \(t=1\) eV, \(T=0.2\) eV and a \(12\times12\) in-plane mesh. The interior energy is \(e_\infty=-2.023735\) eV per layer. A bulk run with 8 normal points, all other settings unchanged, gives \(e_b=-2.022607\) eV. Their difference is

\[
e_\infty-e_b=-1.128\ \text{meV per layer}.
\]

The surface energy per face cell is 0.1705 eV. Dividing by \(A\) gives \(\gamma=1.895\) eV/nm\(^2\), or 0.304 J/m\(^2\). The predicted drift per layer is

\[
\frac{-0.001128}{2(0.09)}=-0.00627\ \text{eV/nm}^2
=-0.00100\ \text{J/m}^2 .
\]

A straight line through the estimates for 12 to 24 layers has the same slope to this accuracy. With only the thickness varied, the estimates in J/m\(^2\) are:

| Layers | 8-point bulk | Matched bulk |
|---:|---:|---:|
| 4 | 0.2966 | 0.3006 |
| 8 | 0.2952 | 0.3032 |
| 12 | 0.2915 | 0.3035 |
| 24 | 0.2795 | 0.3036 |

At 24 layers the accumulated error is \(24(-1.128)=-27.1\) meV per cell. Relative to the energy of both faces, \(2A\gamma=341\) meV, this is \(-7.9\%\). An error of at most 1% at this thickness requires a mismatch no larger than \(0.01(341)/24=0.14\) meV per layer.

The thin slabs are deceptive. Between 4 and 8 layers the mismatched estimate changes by only \(-0.0014\) J/m\(^2\), about 0.5%. The remainder contributes \(+0.0026\) and the drift \(-0.0040\), so they partly cancel. Agreement between two thin slabs does not establish convergence here.

Other mismatches obey the same law. In both of the following cases the normal sampling is converged and the slab is unchanged. A \(6\times6\) in-plane mesh in the bulk run gives \(e_\infty-e_b=-8.1\) meV and a drift of \(-0.0072\) J/m\(^2\) per layer. A bulk smearing of 0.1 eV gives \(-14.0\) meV and \(-0.0125\) J/m\(^2\) per layer. The sign in the smearing case follows from \(\partial F/\partial T=-S\le0\) at fixed electron number, with \(S\) the entropy in units of Boltzmann's constant: the more strongly smeared slab has the lower free energy per layer.

Using a \(96\times96\) mesh for both slab and bulk changes \(\gamma\) only from 0.3036 to 0.3035 J/m\(^2\). In this example, matching the meshes matters much more than refining them.

**Removing the mismatch without amplifying noise**

One remedy is a bulk run with the slab's in-plane mesh, smearing and basis, and converged normal sampling. Another is to take the bulk energy from the slabs. The last energy difference, \(e_b=F_N-F_{N-1}\), gives

\[
A\gamma_N=\frac{F_N-N(F_N-F_{N-1})}{2}
=\frac{NF_{N-1}-(N-1)F_N}{2}.
\]

The linear drift has gone, but both slab energies now carry large coefficients. If they have independent random errors of standard deviation \(s\), their variances add:

\[
\delta(A\gamma_N)=\frac{s}{2}\sqrt{N^2+(N-1)^2}. \tag{6}
\]

A straight-line fit to \(J\) slab energies uses the data better. Let \(\bar N\) be the mean thickness and \(S_N=\sum(N-\bar N)^2\). The fitted intercept, which estimates \(2A\gamma\), is the mean energy minus \(\bar N\) times the fitted slope. The mean has variance \(s^2/J\) and the slope \(s^2/S_N\). They are uncorrelated because \(\sum(N-\bar N)=0\). Halving the intercept's standard deviation gives

\[
\delta(A\gamma)=\frac{s}{2}\sqrt{\frac1J+\frac{\bar N^2}{S_N}}. \tag{7}
\]

Take \(s=1\) meV. For \(N=24\), (6) gives 16.6 meV, or 0.030 J/m\(^2\), which is 10% of \(\gamma\). For the 13 slabs from 12 to 24 layers, \(\bar N=18\) and \(S_N=182\), so (7) gives 0.68 meV, or 0.0012 J/m\(^2\), which is 0.4%. Random sampling of the errors confirms both formulas within 4%.

The fit requires slabs thick enough for \(r_N\) to be negligible. Without added noise, the same 13 slabs give 0.3035 J/m\(^2\), against 0.3036 from (4). An error proportional to \(N\) goes into the slope and leaves the intercept alone. An error in the surface contribution itself remains.

**A slower thickness dependence that is not a mismatch**

Half filling kept the Fermi level fixed. At another filling \(n_0\), let the slab's grand potential be \(N\omega(\mu)+\sigma(\mu)\), omitting exponentially small terms. At the bulk chemical potential \(\mu_b\), the electron number is \(Nn_0+q\), where \(q=-\sigma'(\mu_b)\) is the excess on both faces. Fixing the number at \(Nn_0\) requires a shift \(\delta=\mu-\mu_b\).

Let \(D=-\omega''(\mu_b)\) be the thermally averaged density of states per layer. The linear terms from \(N\omega\) and \(\mu Nn_0\) cancel. To leading order in \(1/N\), the change in free energy is

\[
\Delta F(\delta)=-q\delta-\tfrac12ND\delta^2 .
\]

The correct chemical potential makes this stationary, so \(\delta=-q/(ND)\). Substitution gives

\[
r_N=\frac{q^2}{ND}-\frac{q^2}{2ND}=\frac{q^2}{2ND}. \tag{8}
\]

For 0.4 electrons per atom, \(q=-0.0717\) and \(D=0.236\) eV\(^{-1}\). At 200 layers, (8) gives 0.0545 meV, in agreement with the fixed-number calculation. At 12 layers it gives 0.91 meV, and the calculated cost of fixing the electron number is 0.905 meV. The exponentially small terms omitted here add about 0.04 meV at that thickness. Over a narrow range of thickness this tail could resemble a drift, but it halves when \(N\) doubles, whereas a mismatch error doubles. In a self-consistent metal, Coulomb forces oppose a net charge in the interior and should suppress this term; that effect is not calculated here.

**What the model says about a real metal film**

The spacing of 0.3 nm is roughly the distance between neighbouring atoms in aluminium. The band is 12 eV wide but half filled, so its occupied part is 6 eV wide, about half that of aluminium. The single s orbital is not a description of aluminium, whose surface energy is roughly 1 J/m\(^2\). The model's 0.30 J/m\(^2\) is far below that. Against 1 J/m\(^2\), the 24-layer drift of 0.024 J/m\(^2\) would be about 2%, not 8%. Real aluminium has several valence orbitals and interacting electrons, so neither the model's \(\gamma\) nor its mismatch can be transferred to it.

The largest omission sized within the model is repulsion between atoms. Let \(x\) be the relative stretch of a bond, with hopping proportional to \(e^{-2.5x}\) and repulsion to \(e^{-10x}\). Balance at the bulk spacing then requires a repulsive energy \(B\) equal to one quarter of the magnitude of the band energy per bond, or 0.165 eV. A slab has one normal bond fewer than \(N\) bulk layers, so its two faces together lose \(B\), and \(\gamma\) falls by \(B/(2A)=0.147\) J/m\(^2\), almost half. Relaxing the outer spacings contracts them by 1.2% and lowers \(\gamma\) by a further 0.001 J/m\(^2\). The same absolute drift is then about 16% of the surface energy at 24 layers.

With the relaxed outer hopping held fixed for 12 to 24 layers, the fitted electronic slope is \(-2.023733\) eV per layer, within 0.003 meV of \(e_\infty\). The surface change has altered the intercept and left the interior slope essentially untouched. Reducing the smearing to its 300 K value, with a \(96\times96\) mesh throughout, raises the unrelaxed \(\gamma\) without repulsion by about 1%, to 0.307 J/m\(^2\). The remaining values are in the numerical output below.

## Computed results

```
hopping 1.0 eV, band width 12 eV
layer spacing 0.3 nm, cell area 0.09 nm^2
smearing 0.2 eV, in-plane mesh 12 x 12
normal k points: careless bulk 8, converged 400
interior energy e_inf -2.023735 eV/layer
careless bulk energy e_b -2.022607 eV/layer
mismatch e_inf - e_b -1.128 meV/layer
surface energy per face cell 0.17053 eV
surface energy 0.3036 J/m^2 = 1.895 eV/nm^2
layers, thickness nm, gamma_N careless, gamma_N matched (J/m^2)
   4  1.2  0.2966  0.3006
   8  2.4  0.2952  0.3032
  12  3.6  0.2915  0.3035
  16  4.8  0.2875  0.3036
  20  6.0  0.2835  0.3036
  24  7.2  0.2795  0.3036
source: mismatch meV/layer, fitted drift J/m^2 per layer
  coarse normal mesh: -1.128, -0.001002
  in-plane mesh 6 x 6: -8.116, -0.007223
  bulk smearing 0.1 eV: -14.033, -0.012489
drift at 24 layers / surface energy -7.94 %
mismatch for 1 % error at 24 layers 0.142 meV/layer
fit of 12-24 layers: slope -2.023734 eV/layer
fit surface energy 0.3035 J/m^2
mesh-error decay per k point: measured 0.2981
mesh-error decay per k point: predicted 0.3092
assumed random error per slab 1.0 meV
error, last difference 0.0295 J/m^2
error, straight-line fit 0.00121 J/m^2
other filling 0.4 electrons/atom
excess charge of both faces -0.0717 electrons/cell
density of states 0.2360 per eV per layer
charge tail r_N: 12 layers 0.9054 meV
charge tail r_N: 200 layers 0.0545 meV
decay constants: hopping 2.5, repulsion 10.0
repulsion per bond 0.1654 eV
repulsion shift -0.1472 J/m^2
outer spacing change -1.20 %
relaxation shift -0.00122 J/m^2
interior slope, relaxed slabs -2.023733 eV/layer
surface energy, 96 x 96 mesh 0.3035 J/m^2
same mesh, smearing 0.0259 eV (300 K) 0.3073 J/m^2
```
